# Two-level truncation in Coulomb and dipole gauge for a double well: verification in Python

```python
# Result under test (atomic units, hbar = 1): for H_m = p^2/2m + V(x) with local V,
# p_nk = i m w_nk x_nk, w_nk = E_n - E_k. One cavity mode w, A = A0 X, X = a + a^dag.
# Coulomb: H_C = H_m + w a^dag a - (q A0/m) p X + D X^2,  D = q^2 A0^2 / 2m
# Dipole:  H_D = H_m + w a^dag a + i w q A0 x (a^dag - a) + w q^2 A0^2 x^2
# V = V0 (x^2/a^2 - 1)^2, eta = q A0 |x01|, f_nk = 2 m w_kn |x_nk|^2, gap = w21.
# Claim: projected on two matter levels, H_D converges (error ~ w10/gap) and H_C
# fails (photon frequency sqrt(w^2 + 4 D w), D = eta^2 w10/f01) as V0 grows.
# The photon phase a -> i a (unitary) makes both Hamiltonian matrices real.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc

CM = pc['hartree-inverse meter relationship'][0] / 100.0
m, q, a0, NM = 2000.0, 1.0, 1.0, 30

# symbolic commutator [x, H] psi = i p psi / m
xs, ms = sp.symbols('x m', positive=True)
psi, Vs = sp.Function('psi')(xs), sp.Function('V')(xs)
Hs = lambda f: -sp.diff(f, xs, 2) / (2 * ms) + Vs * f
assert sp.simplify(xs * Hs(psi) - Hs(xs * psi) - sp.I * (-sp.I * sp.diff(psi, xs)) / ms) == 0

# sinc grid: kinetic energy and first derivative (p = -i DER)
dx = 0.02
idx = np.arange(-200, 201)
xg = dx * idx
dij = idx[:, None] - idx[None, :]
sgn = np.where(dij % 2 == 0, 1.0, -1.0)
safe = np.where(dij == 0, 1, dij).astype(float)
KIN = np.where(dij == 0, np.pi**2 / 3, 2 * sgn / safe**2) / (2 * m * dx**2)
DER = np.where(dij == 0, 0.0, sgn / (safe * dx))
pot = lambda x, V0: V0 * ((x / a0)**2 - 1)**2

def matter(V0, Vnl=None):
    H = KIN + np.diag(pot(xg, V0))
    if Vnl is not None:
        H = H + Vnl
    E, U = eigh(H, subset_by_index=[0, NM - 1])
    M = dict(E0=E[0], E=E - E[0], U=U, x=U.T @ (xg[:, None] * U),
             x2=U.T @ (xg[:, None]**2 * U), d=U.T @ DER @ U)
    M['w'] = M['E'][:, None] - M['E'][None, :]
    M['f'] = -2 * m * M['w'] * M['x']**2
    M['x01'] = abs(M['x'][0, 1])
    M['w10'] = M['E'][1]
    M['gap'] = M['E'][2] - M['E'][1]
    return M

def photon(n):
    a = np.diag(np.sqrt(np.arange(1.0, n + 2)), 1)
    K, X = a - a.T, a + a.T
    c = lambda A: A[:n, :n]
    return np.diag(np.arange(float(n))), c(X), c(K), c(-K @ K), c(X @ X)

def solve(H, k=4):
    _, v = eigh(H, subset_by_index=[0, k - 1])
    return np.real(np.einsum('ij,ij->j', v.conj(), H @ v)), v   # Rayleigh quotients

def coulomb(M, N, n, w, eta):
    num, X, K, mK2, _ = photon(n)
    qa = eta / M['x01']
    return (np.kron(np.diag(M['E'][:N]), np.eye(n))
            + np.kron(np.eye(N), w * num + qa**2 / (2 * m) * mK2)
            - qa / m * np.kron(M['d'][:N, :N], K))

def dipole(M, N, n, w, eta):
    num, X, K, mK2, _ = photon(n)
    qa = eta / M['x01']
    return (np.kron(np.diag(M['E'][:N]) + w * qa**2 * M['x2'][:N, :N], np.eye(n))
            + np.kron(np.eye(N), w * num) + w * qa * np.kron(M['x'][:N, :N], X))

sx = np.array([[0, 1], [1, 0]], complex)       # basis order |1>, |0>
sy = np.array([[0, -1j], [1j, 0]])
sz = np.array([[1, 0], [0, -1]], complex)

def twolevel(kind, w10, w, eta, n=60):
    num, X, K, _, X2 = photon(n)
    I = np.eye(n)
    H = np.kron(np.eye(2), w * num)
    if kind == 'rabi':
        return H + w10 / 2 * np.kron(sz, I) - 1j * w * eta * np.kron(sx, K) + w * eta**2 * np.eye(2 * n)
    if kind == 'trig':
        lam, S = eigh(X)
        co, si = (S * np.cos(2 * eta * lam)) @ S.T, (S * np.sin(2 * eta * lam)) @ S.T
        return H + w10 / 2 * (np.kron(sz, co) + np.kron(sy, si))
    H = H + w10 / 2 * np.kron(sz, I) + eta * w10 * np.kron(sy, X)
    return H + eta**2 * w10 * np.kron(-sz if kind == 'statedep' else np.eye(2), X2)

trans = lambda e, w10: (e[1:] - e[0]) / w10
fmt = lambda t: ' '.join(f'{v:.5f}' for v in t)

# ---- matter identities for the worked example
V0, eta = 0.01, 0.5
M = matter(V0)
w10, gap, x01, f01 = M['w10'], M['gap'], M['x01'], M['f'][0, 1]
L = 12
dev = np.max(np.abs(M['d'] + m * M['w'] * M['x'])[:L, :L])
assert dev < 1e-8 * np.max(np.abs(M['d'][:L, :L]))
assert abs(abs(M['d'][0, 1]) / (m * w10 * x01) - 1) < 1e-6
assert abs(M['f'][0].sum() - 1) < 1e-8 and abs(M['f'][1].sum() - 1) < 1e-8
chi = np.exp(-xg**2 / (2 * 0.5**2)); chi /= np.linalg.norm(chi)
Vnl = -0.005 * np.outer(chi, chi)               # nonlocal control: the rule must fail
Mn = matter(V0, Vnl)
C = Mn['U'].T @ (Vnl * xg[None, :] - xg[:, None] * Vnl) @ Mn['U']
viol = abs(Mn['d'][0, 1] + m * Mn['w'][0, 1] * Mn['x'][0, 1]) / (m * Mn['w10'] * Mn['x01'])
assert viol > 0.1
assert np.max(np.abs(Mn['d'] + m * (Mn['w'] * Mn['x'] - C))[:L, :L]) < 1e-7
D = (eta / x01)**2 / (2 * m)
wt = np.sqrt(w10**2 + 4 * D * w10)
print(f'm = {m:.0f} m_e, q = {q:.0f} e, a = {a0:.1f} bohr, V0 = {V0} Ha, eta = {eta}, w = w10')
print(f'grid step {dx} bohr, half-width {xg[-1]:.1f} bohr, matter levels {NM}, photon states 30')
print(f'E0 = {M["E0"]:.6e} Ha, w10 = {w10:.6e} Ha = {w10*CM:.4f} cm^-1')
print(f'gap w21 = {gap:.6e} Ha, w30 = {M["E"][3]:.6e} Ha, w10/gap = {w10/gap:.4e}')
print(f'|x01| = {x01:.6f} bohr, |x03| = {abs(M["x"][0,3]):.6f} bohr')
print(f'|p01| grid = {abs(M["d"][0,1]):.8f}, m w10 |x01| = {m*w10*x01:.8f} 1/bohr')
print(f'|p03| grid = {abs(M["d"][0,3]):.8f}, m w30 |x03| = {m*M["E"][3]*abs(M["x"][0,3]):.8f} 1/bohr')
print(f'<x^2>_0 = {M["x2"][0,0]:.6f}, <x^2>_1 = {M["x2"][1,1]:.6f} bohr^2, x01^2/<x^2>_0 = {x01**2/M["x2"][0,0]:.5f}')
print(f'f01 = {f01:.6f}, f03 = {M["f"][0,3]:.6f}, f05 = {M["f"][0,5]:.6f}')
print(f'sum_k>=2 f0k = {M["f"][0,2:].sum():.6f}, sum_k>=2 f1k = {M["f"][1,2:].sum():.6f}')
print(f'nonlocal control (0.005 Ha, width 0.5 bohr): relative violation for 01 = {viol:.4f}')
print(f'q A0 = {eta/x01:.6f} 1/bohr, D = {D:.6e} Ha, D/w10 = {D/w10:.5f}, wtilde/w10 = {wt/w10:.5f}')

# ---- second-order truncation errors and excluded weights against diagonalization
e_s = 0.01
qa2 = (e_s / x01)**2
wk, xk2 = M['E'][2:], M['x'][0, 2:]**2
print(f'weak coupling eta = {e_s}: ground-energy truncation errors in Ha (diag, formula)')
for lab, w in (('w10', w10), ('20 w10', 20 * w10), ('5 w30', 5 * M['E'][3])):
    eD, vD = solve(dipole(M, NM, 8, w, e_s))
    eC, vC = solve(coulomb(M, NM, 8, w, e_s))
    e2 = qa2 * np.sum(M['x'][0, 1:]**2 * w * M['E'][1:] / (M['E'][1:] + w))
    assert abs(eD[0] / e2 - 1) < 0.01 and abs(eC[0] / e2 - 1) < 0.01
    dC = solve(coulomb(M, 2, 8, w, e_s))[0][0] - eD[0]
    dD = solve(dipole(M, 2, 8, w, e_s))[0][0] - eD[0]
    fC, fD = qa2 * np.sum(wk**2 * xk2 / (wk + w)), qa2 * np.sum(w**2 * xk2 / (wk + w))
    # tolerance covers the neglected fourth order
    assert abs(dC / fC - 1) < 0.02 and abs(dD / fD - 1) < 0.02
    assert dC > 0.99 * qa2 / (2 * m) * (1 - f01) * gap / (gap + w)
    assert dD < qa2 * w**2 / gap * (M['x2'][0, 0] - x01**2)
    oC, oD = np.sum(vC[16:, 0]**2), np.sum(vD[16:, 0]**2)
    assert abs(oC / (qa2 * np.sum(wk**2 * xk2 / (wk + w)**2)) - 1) < 0.02
    assert abs(oD / (qa2 * np.sum(w**2 * xk2 / (wk + w)**2)) - 1) < 0.02
    assert (dC < dD) if lab == '5 w30' else (dC > 100 * dD)
    print(f' w = {lab}: Coulomb {dC:.4e} {fC:.4e}; dipole {dD:.4e} {fD:.4e}')
    print(f'   excluded weight: Coulomb {oC:.4e}, dipole {oD:.4e}')

# ---- residual quadratic term after eliminating the upper levels
e_m = 0.05
tex = trans(solve(dipole(M, NM, 14, w10, e_m), 3)[0], w10)
esd = np.max(np.abs(trans(solve(twolevel('statedep', w10, w10, e_m, 30), 3)[0], w10) - tex))
esi = np.max(np.abs(trans(solve(twolevel('indep', w10, w10, e_m, 30), 3)[0], w10) - tex))
assert esd < 4 * e_m**3 and esi > 0.5 * e_m**2
print(f'eta = {e_m}: polariton error/w10, -sz X^2 term {esd:.3e}, +X^2 term {esi:.3e}')

# ---- Bogoliubov form and gauge-consistent two-level model
num, X, K, _, _ = photon(30)
HB = (np.kron(np.diag(M['E'][:2]), np.eye(30)) + np.kron(np.eye(2), wt * num)
      + (wt - w10) / 2 * np.eye(60) - eta / x01 / m * np.sqrt(w10 / wt) * np.kron(M['d'][:2, :2], K))
eC2 = solve(coulomb(M, 2, 200, w10, eta))[0]
assert np.max(np.abs(solve(HB)[0] - eC2)) < 1e-7 * w10
eR, eT = solve(twolevel('rabi', w10, w10, eta))[0], solve(twolevel('trig', w10, w10, eta))[0]
assert np.max(np.abs(eR - eT)) < 1e-8 * w10

# ---- family of deepening wells
b, c = 0.25, 0.5
g = np.clip(xg / b, -1, 1)
print(f'family, eta = {eta}, w = w10, b = {b} bohr; err = max of three transitions, in w10')
print(' V0/Ha  w10/Ha  bound/Ha  w10/gap  f01  errD  errD*gap/w10  errRabi  errC  wtilde/w10')
rows = []
for v0 in (0.005, 0.0075, 0.01, 0.015, 0.02):
    F = matter(v0)
    w = F['w10']
    p0 = np.abs(F['U'][:, 0])
    bound = np.sum(p0[np.abs(xg) < b]**2) / b**2 / (2 * m * np.sum(g**2 * p0**2))
    assert w < bound and F['f'][0, 1] < 2 * m * w * F['x2'][0, 0]
    kap = np.sqrt(2 * m * (pot(c, v0) - F['E0']))
    ic = np.argmin(np.abs(xg - c))
    ins = np.abs(xg) < c - 1e-9
    assert np.all(p0[ins] <= p0[ic] * np.cosh(kap * xg[ins]) / np.cosh(kap * c))
    xt = a0 * np.sqrt(1 - np.sqrt(F['E0'] / v0))
    assert p0[ic]**2 / dx < 1 / (2 * (xt - c))
    eD, eC = solve(dipole(F, NM, 30, w, eta))[0], solve(coulomb(F, NM, 30, w, eta))[0]
    assert np.max(np.abs(eD - eC)) < 1e-6 * w
    t = trans(eD, w)
    tD = trans(solve(dipole(F, 2, 30, w, eta))[0], w)
    tC = trans(solve(coulomb(F, 2, 400, w, eta))[0], w)
    tR = trans(solve(twolevel('rabi', w, w, eta))[0], w)
    wtil = np.sqrt(1 + 4 * eta**2 / F['f'][0, 1])
    assert abs(tC[1] / wtil - 1) < 0.05
    er = [np.max(np.abs(u - t)) for u in (tD, tR, tC)]
    rows.append([bound, F['f'][0, 1], er[0], er[0] * F['gap'] / w, er[1], er[2], tC[1] / wtil])
    print(f' {v0} {w:.3e} {bound:.3e} {w/F["gap"]:.3e} {F["f"][0,1]:.4e} {er[0]:.3e} '
          f'{rows[-1][3]:.4f} {er[1]:.3e} {er[2]:.4f} {wtil:.4f}')
    if v0 == V0:
        ex = (eD, t, trans(eC, w), tD, tR, tC)
R = np.array(rows)
for j in (0, 1, 2, 4):
    assert np.all(np.diff(R[:, j]) < 0)
assert np.all(np.diff(R[:, 5]) > 0) and R[-1, 5] > 10
assert np.all(R[:, 3] < 1) and 0.5 < R[-1, 3] / R[-2, 3] < 1.2
assert R[-1, 4] < 1e-3 and abs(R[-1, 6] - 1) < 1e-3

print('worked example, three lowest transitions in units of w10')
for lab, t in zip(('exact dipole', 'exact Coulomb', 'two-level dipole', 'Rabi', 'two-level Coulomb'), ex[1:]):
    print(f' {lab}: {fmt(t)}')
print(f' second transition: exact {ex[1][1]*w10*CM:.4f}, two-level dipole {ex[3][1]*w10*CM:.4f}, '
      f'two-level Coulomb {ex[5][1]*w10*CM:.4f} cm^-1')

# ---- convergence with the number of matter levels
print('levels N: ground error/w10 (C, D); max transition error/w10 (C, D)')
prevC = prevD = np.inf
for N in (2, 4, 6, 8, 12, 16):
    eC, eD = solve(coulomb(M, N, 60, w10, eta))[0], solve(dipole(M, N, 60, w10, eta))[0]
    gC, gD = (eC[0] - ex[0][0]) / w10, (eD[0] - ex[0][0]) / w10
    uC, uD = np.max(np.abs(trans(eC, w10) - ex[1])), np.max(np.abs(trans(eD, w10) - ex[1]))
    assert gC < prevC + 1e-9 and gD < prevD + 1e-9 and gD > -1e-9 and gC > gD and uC > uD
    prevC, prevD = gC, gD
    print(f' N = {N}: {gC:.3e} {gD:.3e}; {uC:.3e} {uD:.3e}')
assert uC < 1e-3 and gC < 1e-3
print('checks complete')
```

Running it gives:

```
m = 2000 m_e, q = 1 e, a = 1.0 bohr, V0 = 0.01 Ha, eta = 0.5, w = w10
grid step 0.02 bohr, half-width 4.0 bohr, matter levels 30, photon states 30
E0 = 3.018193e-03 Ha, w10 = 9.625851e-06 Ha = 2.1126 cm^-1
gap w21 = 5.087160e-03 Ha, w30 = 5.537401e-03 Ha, w10/gap = 1.8922e-03
|x01| = 0.931346 bohr, |x03| = 0.203208 bohr
|p01| grid = 0.01793000, m w10 |x01| = 0.01793000 1/bohr
|p03| grid = 2.25048751, m w30 |x03| = 2.25048751 1/bohr
<x^2>_0 = 0.909871, <x^2>_1 = 0.915237 bohr^2, x01^2/<x^2>_0 = 0.95333
f01 = 0.033398, f03 = 0.914634, f05 = 0.050280
sum_k>=2 f0k = 0.966602, sum_k>=2 f1k = 1.033398
nonlocal control (0.005 Ha, width 0.5 bohr): relative violation for 01 = 0.7416
q A0 = 0.536857 1/bohr, D = 7.205394e-05 Ha, D/w10 = 7.48546, wtilde/w10 = 5.56254
weak coupling eta = 0.01: ground-energy truncation errors in Ha (diag, formula)
 w = w10: Coulomb 2.7730e-08 2.7812e-08; dipole 8.0667e-14 8.0654e-14
   excluded weight: Coulomb 4.8787e-06, dipole 1.4441e-11
 w = 20 w10: Coulomb 2.6944e-08 2.6948e-08; dipole 3.1240e-11 3.1239e-11
   excluded weight: Coulomb 4.5766e-06, dipole 5.4142e-09
 w = 5 w30: Coulomb 4.8230e-09 4.8230e-09; dipole 1.1251e-07 1.1251e-07
   excluded weight: Coulomb 1.4328e-07, dipole 3.3750e-06
eta = 0.05: polariton error/w10, -sz X^2 term 2.626e-04, +X^2 term 2.610e-03
family, eta = 0.5, w = w10, b = 0.25 bohr; err = max of three transitions, in w10
 V0/Ha  w10/Ha  bound/Ha  w10/gap  f01  errD  errD*gap/w10  errRabi  errC  wtilde/w10
 0.005 6.256e-05 9.552e-05 2.131e-02 1.9974e-01 6.845e-04 0.0321 8.422e-03 1.9075 2.4508
 0.0075 2.337e-05 3.280e-05 5.745e-03 7.8795e-02 1.490e-04 0.0259 2.626e-03 3.2179 3.7002
 0.01 9.626e-06 1.343e-05 1.892e-03 3.3398e-02 4.289e-05 0.0227 9.457e-04 5.0970 5.5625
 0.015 2.019e-06 3.149e-06 3.001e-04 7.2249e-03 5.540e-06 0.0185 1.634e-04 11.3478 11.8072
 0.02 5.153e-07 9.713e-07 6.428e-05 1.8757e-03 1.013e-06 0.0158 3.627e-05 22.6526 23.1113
worked example, three lowest transitions in units of w10
 exact dipole: 0.51382 1.32910 1.45955
 exact Coulomb: 0.51382 1.32910 1.45955
 two-level dipole: 0.51382 1.32914 1.45959
 Rabi: 0.51327 1.32869 1.45860
 two-level Coulomb: 0.99700 5.56553 6.55655
 second transition: exact 2.8079, two-level dipole 2.8080, two-level Coulomb 11.7579 cm^-1
levels N: ground error/w10 (C, D); max transition error/w10 (C, D)
 N = 2: 2.145e+00 2.819e-05; 5.097e+00 4.289e-05
 N = 4: 3.688e-01 1.935e-06; 1.848e+00 1.519e-06
 N = 6: 8.652e-02 1.460e-07; 2.250e-01 1.125e-07
 N = 8: 4.968e-03 3.855e-09; 1.764e-02 2.546e-09
 N = 12: 3.779e-06 7.152e-13; 8.193e-05 3.888e-13
 N = 16: 2.474e-09 8.800e-17; 4.054e-08 1.110e-15
checks complete
```
